# From infrared intensity in km/mol to a static permittivity contribution: test program

```python
"""
Result under test: a vibrational mode with isolated-molecule infrared intensity A
(Napierian, integrated over wavenumber, per mole), wavenumber nu0 and number
density N of randomly oriented groups adds, without local-field corrections,
    delta_eps = N * A / (pi^2 * N_A * nu0^2)
to the static relative permittivity.
Symbols: mu_prime = dipole derivative along the mass-weighted coordinate,
gamma = damping width, eps_inf = electronic permittivity, L = (eps_inf + 2)/3.
Wavenumbers are in 1/cm, densities in 1/cm^3, unless a name ends in _si.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

pi, N_A, eps0, c = np.pi, const.N_A, const.epsilon_0, const.c
hbar, k_B = const.hbar, const.k

# ---------------- inputs ----------------
A_km = 100.0            # km/mol
nu0 = 1000.0            # 1/cm
N = 1.0e22              # 1/cm^3
gamma = 20.0            # 1/cm, rough width in a polymer
eps_inf = 2.6           # rough value for a dense aromatic polymer
group_mass = 76.0       # g/mol, rough mass of a phenylene ring
field_MV_cm = 1.0       # MV/cm
A_cm = A_km * 1e5       # cm/mol

# ---------------- derived formulas ----------------
delta_eps = N * A_cm / (pi**2 * N_A * nu0**2)
mu_prime = np.sqrt(12 * eps0 * c**2 * (A_km * 1e3) / N_A)   # C/sqrt(kg)
omega0 = 2 * pi * c * nu0 * 100
debye = 1e-21 / c
mu_unit = debye / 1e-10 / np.sqrt(const.atomic_mass)
assert abs(delta_eps - 0.017) < 5e-4


def integrate_spectrum(function):
    """Integral over all positive wavenumbers, split around the band."""
    edges = [0, 500, 900, 960, 1000, 1040, 1100, 1500, 3e3, 1e4, 1e5, 1e6, 1e7]
    return sum(quad(function, lo, hi, epsabs=0, epsrel=1e-9, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


# ---------------- dilute-gas spectrum from the equation of motion ----------------
N_gas = 1e16


def gas_index(nu):
    omega = 2 * pi * c * nu * 100
    damping = 2 * pi * c * gamma * 100
    chi = (N_gas * 1e6 * mu_prime**2 / (3 * eps0)
           / (omega0**2 - omega**2 - 1j * damping * omega))
    return np.sqrt(1 + chi)


gas_area = integrate_spectrum(lambda nu: 4 * pi * nu * gas_index(nu).imag)
A_recovered = gas_area / (N_gas / N_A) / 1e5
assert abs(A_recovered / A_km - 1) < 1e-4


def gas_kk_integrand(nu):
    index = gas_index(nu)
    return index.real * 4 * pi * nu * index.imag / nu**2 / pi**2


delta_kk = integrate_spectrum(gas_kk_integrand) * N / N_gas
assert abs(delta_kk / delta_eps - 1) < 1e-4

# ---------------- static polarization averaged over orientations ----------------
field_si = field_MV_cm * 1e8
cosines, weights = np.polynomial.legendre.leggauss(20)
displacement = mu_prime * cosines * field_si / omega0**2
mean_dipole = np.sum(weights * mu_prime * cosines * displacement) / 2
delta_static = N * 1e6 * mean_dipole / (eps0 * field_si)
assert abs(delta_static / delta_eps - 1) < 1e-10

# ---------------- quantum response, harmonic and Morse ----------------
reduced_field = mu_prime * field_si * np.sqrt(hbar / omega0) / (hbar * omega0)


def response_ratio(anharmonicity, temperature, size=70):
    """Thermal static response divided by the fundamental-only estimate.
    Energy unit: harmonic quantum of the well; fundamental fixed at nu0."""
    levels = np.arange(size)
    off = np.sqrt(levels[1:] / 2)
    x = np.diag(off, 1) + np.diag(off, -1)
    hamiltonian = np.diag(levels + 0.5)
    if anharmonicity > 0:
        points, vectors = np.linalg.eigh(x)
        depth, range_par = 1 / (4 * anharmonicity), np.sqrt(2 * anharmonicity)
        change = depth * (1 - np.exp(-range_par * points))**2 - points**2 / 2
        hamiltonian = hamiltonian + (vectors * change) @ vectors.T
    quantum = hbar * omega0 / (1 - 2 * anharmonicity)
    kT = k_B * temperature / quantum

    def mean_x(force):
        energy, states = np.linalg.eigh(hamiltonian - force * x)
        boltzmann = np.exp(-(energy - energy[0]) / kT)
        diagonal = np.einsum('in,ij,jn->n', states, x, states)
        return np.sum(boltzmann * diagonal) / np.sum(boltzmann)

    slope = (mean_x(reduced_field) - mean_x(-reduced_field)) / (2 * reduced_field)
    energy, states = np.linalg.eigh(hamiltonian)
    gap = energy[1] - energy[0]
    assert abs(gap - (1 - 2 * anharmonicity)) < 1e-6
    transition = states[:, 0] @ x @ states[:, 1]
    return slope / (2 * transition**2 / gap)


for temperature in (300.0, 673.0):
    assert abs(response_ratio(0.0, temperature) - 1) < 1e-7
x_e = 0.01
morse_300 = response_ratio(x_e, 300.0)
morse_673 = response_ratio(x_e, 673.0)
assert abs(morse_673 - response_ratio(x_e, 673.0, 90)) < 1e-5
assert abs(morse_300 - 1) < 0.15 and abs(morse_673 - 1) < 0.15

# ---------------- Lorentz local field in the film ----------------
L = (eps_inf + 2) / 3
delta_local = delta_eps * L**2 / (1 - delta_eps * L / 3)
nu_TO = nu0 * np.sqrt(1 - delta_eps * L / 3)
y_inf = (eps_inf - 1) / (eps_inf + 2)

polarization = 0.0      # in units of eps0 times the macroscopic field
for _ in range(200):
    polarization = (3 * y_inf + delta_eps) * (1 + polarization / 3)
assert abs(1 + polarization - eps_inf - delta_local) < 1e-10


def film_eps(nu):
    chi = delta_eps * nu0**2 / (nu0**2 - nu**2 - 1j * gamma * nu)
    y = y_inf + chi / 3
    return (1 + 2 * y) / (1 - y)


def film_kk_integrand(nu):
    index = np.sqrt(film_eps(nu))
    return index.real * 4 * pi * nu * index.imag / nu**2 / pi**2


film_kk = integrate_spectrum(film_kk_integrand)
assert abs(film_kk / delta_local - 1) < 1e-4
peak = minimize_scalar(lambda nu: -nu * film_eps(nu).imag, bounds=(900, 1100),
                       method='bounded', options={'xatol': 1e-7}).x
assert abs(peak - nu_TO) < 1e-2
film_area = integrate_spectrum(lambda nu: 4 * pi * nu * np.sqrt(film_eps(nu)).imag)
A_film = film_area / (N / N_A) / 1e5
assert abs(A_film / (A_km * L**2 / np.sqrt(eps_inf)) - 1) < 1e-4
delta_from_film = (np.sqrt(eps_inf) * N * A_film * 1e5
                   / (pi**2 * N_A * nu_TO**2))
assert abs(delta_from_film / delta_local - 1) < 1e-4

# ---------------- other neglected effects ----------------
mean_cos2 = 0.25        # rough partial alignment towards the film plane
delta_normal = 3 * mean_cos2 * delta_eps
sigma = 20.0            # 1/cm, rough Gaussian spread of mode wavenumbers
nodes, node_weights = np.polynomial.hermite_e.hermegauss(20)
spread_ratio = (np.sum(node_weights * nu0**2 / (nu0 + sigma * nodes)**2)
                / np.sum(node_weights))
assert abs(spread_ratio - 1 - 3 * (sigma / nu0)**2) < 1e-5
nu_low = 400.0
delta_low = N * A_cm / (pi**2 * N_A * nu_low**2)

mass_density = N * group_mass / N_A
water_fraction, water_dipole = 0.002, 1.9      # rough values; dipole in debye
water_mass = 18.0                              # g/mol
N_water = water_fraction * mass_density * N_A / water_mass
T_room = 300.0
dipole_si = water_dipole * debye
delta_water = N_water * 1e6 * dipole_si**2 / (3 * eps0 * k_B * T_room)
orient_energy = dipole_si * 1e6 / (k_B * T_room)      # in a field of 1e6 V/m
orient_weight = weights * np.exp(orient_energy * cosines)
mean_cos = np.sum(orient_weight * cosines) / np.sum(orient_weight)
water_direct = N_water * 1e6 * dipole_si * mean_cos / (eps0 * 1e6)
assert abs(water_direct / delta_water - 1) < 1e-4

# ---------------- output ----------------
print(f"Intensity A: {A_km:.0f} km/mol")
print(f"The same intensity: {A_cm:.1e} cm/mol")
print(f"Mode wavenumber: {nu0:.0f} 1/cm")
print(f"Group density: {N:.1e} 1/cm^3")
print(f"Avogadro constant: {N_A:.5e} 1/mol")
print(f"Dipole derivative: {mu_prime/mu_unit:.4f} D/(angstrom sqrt(amu))")
print(f"Static contribution, formula: {delta_eps:.6f} (no unit)")
print(f"Static contribution, orientation average: {delta_static:.6f} (no unit)")
print(f"Static contribution, Kramers-Kronig: {delta_kk:.6f} (no unit)")
print(f"Intensity recovered from gas spectrum: {A_recovered:.3f} km/mol")
print(f"Contribution if A were decadic: {delta_eps*np.log(10):.4f} (no unit)")
print(f"Rough group mass: {group_mass:.0f} g/mol")
print(f"Mass density implied: {mass_density:.2f} g/cm^3")
print(f"Rough electronic permittivity: {eps_inf:.1f} (no unit)")
print(f"Band width used in spectra: {gamma:.0f} 1/cm")
print(f"Lorentz factor L: {L:.4f} (no unit)")
print(f"Contribution with Lorentz field: {delta_local:.5f} (no unit)")
print(f"Ratio to uncorrected value: {delta_local/delta_eps:.3f} (no unit)")
print(f"Film Kramers-Kronig contribution: {film_kk:.5f} (no unit)")
print(f"Film transverse wavenumber: {nu_TO:.2f} 1/cm")
print(f"Film intensity: {A_film:.2f} km/mol")
print(f"Contribution from film intensity: {delta_from_film:.5f} (no unit)")
print(f"Rough mean square cosine to normal: {mean_cos2:.2f} (no unit)")
print(f"Normal contribution, aligned film: {delta_normal:.5f} (no unit)")
print(f"Rough Gaussian spread: {sigma:.0f} 1/cm")
print(f"Increase from Gaussian spread: {100*(spread_ratio-1):.3f} percent")
print(f"Applied field: {field_MV_cm:.1f} MV/cm")
print(f"Field coupling / vibrational quantum: {reduced_field:.5f} (no unit)")
print(f"Morse anharmonicity x_e: {x_e:.3f} (no unit)")
print(f"Morse response / estimate, 300 K: {morse_300:.4f} (no unit)")
print(f"Morse response / estimate, 673 K: {morse_673:.4f} (no unit)")
print(f"Wavenumber of an equally intense low mode: {nu_low:.0f} 1/cm")
print(f"Contribution of that low mode: {delta_low:.4f} (no unit)")
print(f"Rough water uptake: {100*water_fraction:.1f} wt percent")
print(f"Rough water dipole: {water_dipole:.1f} D")
print(f"Water density in film: {N_water:.2e} 1/cm^3")
print(f"Free-dipole water term, 300 K: {delta_water:.4f} (no unit)")
print("checks complete")
```

Printed output:

```
Intensity A: 100 km/mol
The same intensity: 1.0e+07 cm/mol
Mode wavenumber: 1000 1/cm
Group density: 1.0e+22 1/cm^3
Avogadro constant: 6.02214e+23 1/mol
Dipole derivative: 1.5384 D/(angstrom sqrt(amu))
Static contribution, formula: 0.016825 (no unit)
Static contribution, orientation average: 0.016825 (no unit)
Static contribution, Kramers-Kronig: 0.016825 (no unit)
Intensity recovered from gas spectrum: 100.000 km/mol
Contribution if A were decadic: 0.0387 (no unit)
Rough group mass: 76 g/mol
Mass density implied: 1.26 g/cm^3
Rough electronic permittivity: 2.6 (no unit)
Band width used in spectra: 20 1/cm
Lorentz factor L: 1.5333 (no unit)
Contribution with Lorentz field: 0.03990 (no unit)
Ratio to uncorrected value: 2.372 (no unit)
Film Kramers-Kronig contribution: 0.03990 (no unit)
Film transverse wavenumber: 995.69 1/cm
Film intensity: 145.81 km/mol
Contribution from film intensity: 0.03990 (no unit)
Rough mean square cosine to normal: 0.25 (no unit)
Normal contribution, aligned film: 0.01262 (no unit)
Rough Gaussian spread: 20 1/cm
Increase from Gaussian spread: 0.120 percent
Applied field: 1.0 MV/cm
Field coupling / vibrational quantum: 0.00474 (no unit)
Morse anharmonicity x_e: 0.010 (no unit)
Morse response / estimate, 300 K: 1.0051 (no unit)
Morse response / estimate, 673 K: 1.0277 (no unit)
Wavenumber of an equally intense low mode: 400 1/cm
Contribution of that low mode: 0.1052 (no unit)
Rough water uptake: 0.2 wt percent
Rough water dipole: 1.9 D
Water density in film: 8.44e+19 1/cm^3
Free-dipole water term, 300 K: 0.0308 (no unit)
checks complete
```
